\section*{How much metal does a thin gettering layer leave behind?}

\section{The problem}

A silicon wafer of thickness $W=500~\mu\mathrm{m}$ contains dissolved iron at the uniform concentration $C_0=10^{12}~\mathrm{cm^{-3}}$. Its back carries a molten aluminium--silicon layer of thickness $L=1~\mu\mathrm{m}$, additional to $W$ and initially free of iron. At the anneal temperature of $850~^\circ\mathrm{C}$ the partition coefficient between layer and silicon is $k=10^4$. What fraction of the initial bulk concentration remains once equilibrium is reached, and how long does that take?

The partition coefficient is the ratio of the two volume concentrations in equilibrium,
\begin{equation}
k=\frac{C_g}{C_b},
\label{eq:k}
\end{equation}
where $C_g$ belongs to the gettering layer and $C_b$ to the bulk silicon. No iron enters or leaves the system, all of it is dissolved and mobile, the layer is far from full, and there are no other sinks.

\section{A tempting solution}

The layer prefers iron by a factor of ten thousand, so the bulk should be cleaned by that factor:
\begin{equation}
C_b\overset{?}{=}\frac{C_0}{k}=\frac{10^{12}~\mathrm{cm^{-3}}}{10^4}=10^{8}~\mathrm{cm^{-3}}.
\label{eq:wrong}
\end{equation}
This would leave $0.01\,\%$ of the initial concentration. The thickness of the layer does not appear in the answer, which is a reason for suspicion: a layer of vanishing thickness would clean the wafer equally well.

\section{Where it fails}

Count the atoms. If $C_b=C_0/k$, then Eq.~\eqref{eq:k} gives $C_g=kC_b=C_0$. The iron per unit area would be
\begin{equation}
C_bW+C_gL=C_0\left(\frac{W}{k}+L\right)
=C_0\,(0.05+1)~\mu\mathrm{m},
\end{equation}
whereas the wafer started with $C_0\times500~\mu\mathrm{m}$. Nearly all the iron has disappeared from the account.

The fault is the use of $C_0$ in place of $C_g$. The partition coefficient compares two concentrations at the same final moment; it does not compare the bulk before and after. The layer is thin, so storing the iron drives its concentration far above $C_0$, and the bulk in equilibrium with it is correspondingly less clean.

\section{The right solution}

Conservation of iron per unit area reads
\begin{equation}
C_0W=C_bW+C_gL .
\end{equation}
Insert $C_g=kC_b$, collect $C_b$, and divide by $C_0(W+kL)$:
\begin{equation}
C_0W=C_b(W+kL)
\quad\Longrightarrow\quad
r\equiv\frac{C_b}{C_0}=\frac{W}{W+kL}=\frac{1}{1+\beta},
\qquad \beta=\frac{kL}{W}.
\label{eq:r}
\end{equation}
The layer stores as much iron as a thickness $kL=10\,000~\mu\mathrm{m}$ of silicon would at the concentration $C_b$. Hence $\beta=20$ and
\begin{equation}
r=\frac{500}{500+10\,000}=\frac1{21}=4.76\,\% .
\end{equation}
The bulk falls to $4.76\times10^{10}~\mathrm{cm^{-3}}$, and the layer rises to $4.76\times10^{14}~\mathrm{cm^{-3}}$. It holds $95.2\,\%$ of the areal dose $C_0W=5.0\times10^{10}~\mathrm{cm^{-2}}$.

For $\beta\ll1$, Eq.~\eqref{eq:r} gives $r\approx1-\beta$: the layer hardly matters. With $k=1$, for instance, $99.80\,\%$ would remain. For $\beta\gg1$ it gives $r\approx W/(kL)$, so thickness and partition coefficient count equally. To find the thickness for a required $r$, write $W+kL=W/r$, which gives
\begin{equation}
L=\frac{W}{k}\left(\frac1r-1\right).
\end{equation}
For $r=1\,\%$ this is $L=0.05\times99~\mu\mathrm{m}=4.95~\mu\mathrm{m}$, at fixed $W$, $k$ and temperature and under the same assumptions.

If the $500~\mu\mathrm{m}$ includes the layer, the bulk is $499~\mu\mathrm{m}$ thick. A clean layer then leaves $499/10\,499=4.753\,\%$; a layer that starts at $C_0$ leaves $500/10\,499=4.762\,\%$. The convention is immaterial here.

\section{What sets the partition coefficient}

Let capture of an atom release the enthalpy $H$ and reduce the entropy by $S$. Relative to a bulk site, a layer site then has the Boltzmann weight $\exp[(H-TS)/k_BT]$. If atoms are independent, both regions are sparsely occupied and their site densities are equal, this weight is the ratio of concentrations:
\begin{equation}
k(T)=\exp\left(\frac{H}{k_BT}-\frac{S}{k_B}\right).
\end{equation}
Take the logarithm at $T$ and at a reference temperature $T_0$ and subtract. For constant $H$ and $S$ the entropy cancels:
\begin{equation}
k(T)=k(T_0)\exp\left[\frac{H}{k_B}\left(\frac1T-\frac1{T_0}\right)\right].
\label{eq:temp}
\end{equation}
For $H>0$, cooling raises $k$. A melt has no fixed capture sites; for it, $H$ and $S$ are effective values describing the difference in solution free energy between silicon and melt, and their constancy is an assumption.

The site picture permits a test of Eq.~\eqref{eq:r} by counting. Summation over all distributions of 300 atoms on $5\times10^9$ bulk sites and $10^7$ layer sites, with weight $10^4$ for each captured atom, gives a mean bulk share of $4.762\,\%$, in agreement with the formula.

\section{When the layer fills}

Suppose the layer has $N$ capture sites per unit volume. Capture requires an empty site, so its rate is proportional to $C_b(1-C_g/N)$; release is proportional to $C_g$. Equating the rates, and fixing the constant by the dilute limit, gives
\begin{equation}
C_g=kC_b\left(1-\frac{C_g}{N}\right)
\quad\Longrightarrow\quad
C_g=\frac{kC_b}{1+kC_b/N}.
\end{equation}
Put this into the conservation law, divide by $C_0W$, and define $s=kC_0/N$. Multiplication by $1+sr$ then yields a quadratic:
\begin{equation}
1=r+\frac{\beta r}{1+sr}
\quad\Longrightarrow\quad
sr^2+(1+\beta-s)r-1=0 .
\end{equation}
The product of its roots is $-1/s<0$, so one root is positive. With $b=1+\beta-s$,
\begin{equation}
r=\frac{-b+\sqrt{b^2+4s}}{2s}=\frac{2}{b+\sqrt{b^2+4s}},
\label{eq:sat}
\end{equation}
where the second form follows on multiplying numerator and denominator by $b+\sqrt{b^2+4s}$. As $s\to0$ it returns to $1/(1+\beta)$.

For a rough melt capacity of $10^{20}~\mathrm{cm^{-3}}$, saturation raises $r$ by a relative $4.5\times10^{-6}$, which is negligible. Consider instead a solid getter with the same dilute-limit $k$ but $N=10^{15}~\mathrm{cm^{-3}}$. Then $s=10$, $b=11$ and
\begin{equation}
r=\frac{2}{11+\sqrt{121+40}}=8.44\,\% .
\end{equation}
Its sites number $NL=10^{11}~\mathrm{cm^{-2}}$, twice the iron dose, yet the remaining fraction rises by a factor of about 1.8. Room for all the atoms is not enough: partial filling already weakens capture.

Counting also tests Eq.~\eqref{eq:sat}. With 20\,000 atoms, 20\,000 layer sites, $10^7$ bulk sites and weight $10^4$, one has $\beta=s=20$. The quadratic $20r^2+r-1=0$ gives $r=20\,\%$, and the exact sum gives $20.00\,\%$. Equation~\eqref{eq:r} would have given $4.76\,\%$.

\section{How long equilibrium takes}

Let $x$ run from the layer at $x=0$ to the front surface at $x=W$. In the silicon $\partial_tC=D\,\partial_x^2C$, and no iron crosses the front, so $\partial_xC=0$ there. The layer is well mixed and in local equilibrium with the adjacent silicon, $C_g=kC(0,t)$. The flux towards it, in the negative $x$ direction, is $+D\,\partial_xC$, so its balance is
\begin{equation}
kL\,\partial_tC(0,t)=D\,\partial_xC(0,t).
\label{eq:bc}
\end{equation}
With $\xi=x/W$, try $C\propto u(\xi)\,e^{-q^2Dt/W^2}$ and $u=\cos[q(1-\xi)]$. This satisfies the diffusion equation and the front condition. Since $u'(0)=q\sin q$, Eq.~\eqref{eq:bc} becomes
\begin{equation}
-kL\,\frac{q^2D}{W^2}\cos q=\frac{D}{W}\,q\sin q
\quad\Longrightarrow\quad
\tan q=-\beta q
\label{eq:q}
\end{equation}
for $q\neq0$. The constant mode $q=0$ is the equilibrium state.

To find the amplitudes, take two modes $u_n$ and $u_m$. Using $u_n''=-q_n^2u_n$ and integrating by parts,
\begin{align}
(q_m^2-q_n^2)\int_0^1u_nu_m\,d\xi
&=\int_0^1(u_mu_n''-u_nu_m'')\,d\xi
=\bigl[u_mu_n'-u_nu_m'\bigr]_0^1\nonumber\\
&=-\beta(q_m^2-q_n^2)\,u_n(0)u_m(0).
\end{align}
The last step uses $u_n'(1)=0$ and $u_n'(0)=-\beta q_n^2u_n(0)$, which is Eq.~\eqref{eq:q}. Different modes are therefore orthogonal under the bulk integral plus a weight $\beta$ at $\xi=0$, which represents the layer.

Expand the initial state, one in the bulk and zero in the layer, in these modes. The coefficient of $u_n$ is $\int u_n\,d\xi$ divided by the norm. Averaging over the bulk supplies a second factor $\int u_n\,d\xi=\sin q_n/q_n$. The norm is
\begin{equation}
\int_0^1u_n^2\,d\xi+\beta\cos^2q_n
=\frac12+\frac{\sin q_n\cos q_n}{2q_n}+\beta\cos^2q_n
=\frac{1+\beta\cos^2q_n}{2},
\end{equation}
because $\sin q_n=-\beta q_n\cos q_n$. The same relation gives $\cos^2q_n=1/(1+\beta^2q_n^2)$ and $\sin^2q_n/q_n^2=\beta^2/(1+\beta^2q_n^2)$. Hence the mean bulk fraction is
\begin{equation}
r(t)=\frac1{1+\beta}+\sum_{n\ge1}A_ne^{-q_n^2Dt/W^2},
\qquad
A_n=\frac{2\beta^2}{1+\beta+\beta^2q_n^2}.
\label{eq:time}
\end{equation}
The first term comes from $u=1$, whose norm is $1+\beta$. The expansion presumes that the modes are complete. As a test, a direct calculation of the fluxes between 400 silicon cells and the layer agrees with the first forty modes within 0.01 percentage point at 15, 30, 60 and 120 minutes.

Take the rough diffusivity $D=10^{-6}~\mathrm{cm^2/s}$, so that $W^2/D=2500~\mathrm{s}$. The first root is $q_1=1.602$, slightly above $\pi/2$, and
\begin{equation}
\tau=\frac{W^2}{q_1^2D}=\frac{2500~\mathrm{s}}{1.602^2}=974~\mathrm{s}\approx16~\mathrm{min},
\qquad A_1=0.764 .
\end{equation}
The bulk retains $35.1\,\%$ after 15 minutes, $16.8\,\%$ after 30, $6.7\,\%$ after 60 and $4.8\,\%$ after 120. For large $\beta$ the roots lie near odd multiples of $\pi/2$, so the second mode decays about nine times as fast as the first. The late excess over equilibrium is then $A_1e^{-t/\tau}$. It falls to 0.1 percentage point at $t=\tau\ln(0.764/0.001)=108~\mathrm{min}$. The time to reach a given $r$ scales as $1/D$, so these times are only as accurate as the rough $D$.

\section{Beside a real wafer}

The parameters are round values chosen for illustration, not measurements. The partition coefficient in particular may differ from $10^4$ by orders of magnitude in a real layer; a larger $k$ leaves less iron at equilibrium. The concentration $C_0$ is one tenth of a rough iron solubility of $10^{13}~\mathrm{cm^{-3}}$ at $850~^\circ\mathrm{C}$, consistent with dissolved iron. With a rough melt diffusivity of $10^{-5}~\mathrm{cm^2/s}$, the layer mixes in about $L^2/D_{\rm melt}=10^{-3}~\mathrm{s}$, far less than $\tau$. An anneal of only a few seconds would break the equilibrium assumption: even in 10~s the diffusion length $\sqrt{Dt}$ is about $30~\mu\mathrm{m}$, so most iron in a $500~\mu\mathrm{m}$ wafer would not reach the layer.

Temperature also matters. With a rough $H=2~\mathrm{eV}$ and $L$ held fixed, Eq.~\eqref{eq:temp} gives $k\approx8.3\times10^3$ at $860~^\circ\mathrm{C}$, and the equilibrium fraction becomes $5.7\,\%$. If cooling were slow enough for equilibrium to be followed down to $750~^\circ\mathrm{C}$, $k$ would reach $7.5\times10^4$ and $0.66\,\%$ would remain. Faster cooling leaves more than that on reaching $750~^\circ\mathrm{C}$. Gettering continues below that temperature while iron remains mobile, so a slow ramp can still end below $0.66\,\%$. A real aluminium--silicon melt also deposits silicon as it cools, so $L$ would shrink somewhat, which the fixed-$L$ estimate leaves out. The answer of about $4.8\,\%$ thus describes equilibrium at the anneal temperature, preserved only by a quench short enough that the diffusion length $\sqrt{Dt}$ during cooling is small against $W$, which here means seconds; the numerical output below lists the values for these cases.

\section*{Computed values}
\begin{verbatim}
INPUTS (material values are rough)
wafer thickness W = 500 um
layer thickness L = 1 um
partition coefficient k = 10000 (no unit)
initial metal concentration C0 = 1.0e+12 cm^-3
anneal temperature = 850 C = 1123.15 K
diffusivity in silicon D = 1.0e-06 cm^2/s
capture enthalpy H = 2.0 eV
EQUILIBRIUM
equivalent silicon thickness kL = 10000 um
beta = kL/W = 20.00 (no unit)
bulk fraction left = 4.762 %
same, exact atom counting = 4.762 %
share held by layer = 95.238 %
initial areal dose C0*W = 5.00e+10 cm^-2
final bulk concentration = 4.762e+10 cm^-3
final layer concentration = 4.762e+14 cm^-3
bulk fraction left if k = 1: 99.80 %
layer needed for 1 % left = 4.95 um
layer inside 500 um, clean start: 4.753 %
layer inside 500 um, dirty start: 4.7624 %
reference to 4 decimals: 4.7619 %
TIME
W^2/D = 2500 s
first root q1 = 1.6020 rad
slowest time tau = 974 s = 16.2 min
amplitude of slowest mode = 0.7637 (no unit)
bulk fraction after 15 min = 35.08 %
bulk fraction after 30 min = 16.80 %
bulk fraction after 60 min = 6.66 %
bulk fraction after 120 min = 4.81 %
time to 0.1 percentage point above equilibrium = 108 min
NEGLECTED EFFECTS
k at 860 C = 8333 (no unit)
bulk fraction at 860 C = 5.66 %
k at 750 C = 7.54e+04 (no unit)
bulk fraction at 750 C = 0.66 %
rough melt capacity = 1.0e+20 cm^-3
relative change by melt saturation = 4.5e-06
solid getter site density = 1.0e+15 cm^-3
bulk fraction with that solid getter = 8.44 %
rough melt diffusivity = 1.0e-05 cm^2/s
mixing time of melt L^2/D_melt = 1.0e-03 s
rough iron solubility in silicon = 1.0e+13 cm^-3
C0/solubility = 0.10 (no unit)
SATURATION TEST (layer sites = number of atoms)
bulk fraction, exact counting = 20.00 %
bulk fraction, saturation formula = 20.00 %
\end{verbatim}
